# Capillary bending of a tall line between wet and dry gaps: verification in Python

```python
"""Capillary deflection of a clamped-free line between a wet and a dry gap.

Result under test (per unit length of a long line):
  tip deflection = 3 g cos(th) H^4/(E' t^3 s) * [1 + (4/3)(s/H) tan(th)]
with g surface tension, th contact angle, H height, t thickness, s wet gap,
E' = E/(1-nu^2). With gap closure m*deflection, u = m*deflection/s obeys
(u-c)(1-u) = a; a and c are the scaled suction and contact-line deflections.
An open equilibrium exists only for a <= (1-c)^2/4.
"""
import numpy as np
from scipy.integrate import cumulative_trapezoid
from scipy.optimize import brentq, minimize_scalar
from scipy.sparse import coo_matrix
from scipy.sparse.linalg import spsolve

# Chosen model parameters, SI units
young, nu = 150e9, 0.25
thick, height, gap = 20e-9, 200e-9, 30e-9
gamma, theta = 0.040, np.radians(30.0)
e_plane = young / (1 - nu**2)
rigidity = e_plane * thick**3 / 12
suction = 2 * gamma * np.cos(theta) / gap
line_pull = gamma * np.sin(theta)
nm = 1e-9


# --- Capillary forces from the energy of a two-meniscus liquid bridge ---
def bridge(width, angle, area=5.0):
    """Minimum surface energy at fixed liquid area (unit surface tension)."""
    def contact_height(b):
        segment = (width / (2*np.sin(b)))**2 * (b - np.sin(b)*np.cos(b))
        return (area + 2*segment) / width

    def energy(b):
        return 2*width*b/np.sin(b) - 2*np.cos(angle)*contact_height(b)

    best = minimize_scalar(energy, bounds=(0.05, 1.55), method="bounded",
                           options={"xatol": 1e-10})
    return best.fun, best.x, contact_height(best.x)


for degrees in (15, 30, 60):
    angle = np.radians(degrees)
    step = 1e-4
    force = (bridge(1+step, angle)[0] - bridge(1-step, angle)[0]) / (2*step)
    _, half_arc, wet_height = bridge(1.0, angle)
    assert abs(half_arc - (np.pi/2 - angle)) < 1e-5
    assert abs(force - (2*np.cos(angle)*wet_height + 2*np.sin(angle))) < 1e-4


# --- Beam deflection by numerical double integration of the curvature ---
def beam_tip(H, pressure=0.0, force=0.0, moment=0.0, fill=None):
    """Tip deflection and slope; pressure below fill, force at fill."""
    fill = H if fill is None else fill
    x = np.linspace(0, H, 8001)
    arm = np.maximum(fill - x, 0)
    bending = pressure*arm**2/2 + force*arm + moment
    slope = cumulative_trapezoid(bending/rigidity, x, initial=0)
    shape = cumulative_trapezoid(slope, x, initial=0)
    return shape[-1], slope[-1]


def linear_parts(H):
    """Closed-form suction and contact-line tip deflections."""
    d_suction = 3*gamma*np.cos(theta)*H**4 / (e_plane*thick**3*gap)
    return d_suction, d_suction * (4/3)*(gap/H)*np.tan(theta)


def receded_tip(fill):
    H = height
    return (suction*fill**3*(4*H-fill)/24
            + line_pull*fill**2*(3*H-fill)/6) / rigidity


d_p, d_c = linear_parts(height)
assert abs(beam_tip(height, pressure=suction)[0]/d_p - 1) < 1e-6
assert abs(beam_tip(height, force=line_pull)[0]/d_c - 1) < 1e-6
fills = np.linspace(0.1, 1.0, 10) * height
numeric_fill = [beam_tip(height, suction, line_pull, fill=f)[0] for f in fills]
assert np.allclose(numeric_fill, [receded_tip(f) for f in fills], rtol=1e-5)
assert np.all(np.diff(numeric_fill) > 0)


# --- Feedback of the narrowing gap ---
def scaled(H, m, soft=1.0):
    parts = linear_parts(H)
    return soft*m*parts[0]/gap, soft*m*parts[1]/gap


def closed_roots(H, m, soft=1.0):
    a, c = scaled(H, m, soft)
    disc = (1-c)**2 - 4*a
    if disc < 0:
        return None
    return tuple((1+c+sign*np.sqrt(disc))*gap/(2*m) for sign in (-1, 1))


def iterate_tip(H, m):
    """Load and bend repeatedly; None means that the gap has closed."""
    per_pressure = beam_tip(H, pressure=1.0)[0]
    pull_part = beam_tip(H, force=line_pull)[0]
    tip = 0.0
    for _ in range(5000):
        open_gap = gap - m*tip
        if open_gap <= 0:
            return None
        new = per_pressure*2*gamma*np.cos(theta)/open_gap + pull_part
        if abs(new - tip) < 1e-18:
            return new
        tip = new
    raise RuntimeError("iteration did not settle")


def critical_height(m):
    def margin(H):
        a, c = scaled(H, m)
        return (1-c)**2/4 - a
    return brentq(margin, 50e-9, 400e-9, xtol=1e-16)


tip_low, tip_high = closed_roots(height, 1)
assert abs(iterate_tip(height, 1)/tip_low - 1) < 1e-5
assert closed_roots(height, 2) is None and iterate_tip(height, 2) is None
h_crit = {m: critical_height(m) for m in (1, 2)}
for m in (1, 2):
    below = iterate_tip(0.99*h_crit[m], m)
    assert below is not None
    assert abs(below/closed_roots(0.99*h_crit[m], m)[0] - 1) < 1e-4
    assert iterate_tip(1.01*h_crit[m], m) is None


# --- Two-dimensional plane-strain elasticity, nine-node square elements ---
def element_stiffness():
    """Stiffness for unit Young modulus; independent of the square's size."""
    D = np.array([[1-nu, nu, 0], [nu, 1-nu, 0], [0, 0, (1-2*nu)/2]])
    D /= (1+nu)*(1-2*nu)
    points, weights = np.polynomial.legendre.leggauss(3)

    def shape(z):
        return np.array([z*(z-1)/2, 1-z*z, z*(z+1)/2])

    def slope(z):
        return np.array([z-0.5, -2*z, z+0.5])

    K = np.zeros((18, 18))
    for x, wx in zip(points, weights):
        for y, wy in zip(points, weights):
            dx = np.outer(slope(x), shape(y)).ravel()
            dy = np.outer(shape(x), slope(y)).ravel()
            B = np.zeros((3, 18))
            B[0, 0::2] = dx
            B[1, 1::2] = dy
            B[2, 0::2], B[2, 1::2] = dy, dx
            K += wx*wy*B.T @ D @ B
    return K


def elastic_ratio(aspect, elastic_base):
    """2D tip deflection under side suction divided by the beam formula."""
    size = 0.5                       # element edge in line thicknesses
    cells = [(i, j) for i in range(2) for j in range(2*aspect)]
    reach = 16                       # base margin and depth in elements
    if elastic_base:
        cells += [(i, j) for i in range(-reach, reach+2)
                  for j in range(-reach, 0)]
    number, rows, cols, values = {}, [], [], []
    K = element_stiffness()
    for i, j in cells:
        nodes = [number.setdefault((2*i+p, 2*j+q), len(number))
                 for p in range(3) for q in range(3)]
        dofs = np.array([[2*n, 2*n+1] for n in nodes]).ravel()
        rows.append(np.repeat(dofs, 18))
        cols.append(np.tile(dofs, 18))
        values.append(K.ravel())
    total = 2*len(number)
    matrix = coo_matrix((np.concatenate(values),
                         (np.concatenate(rows), np.concatenate(cols))),
                        shape=(total, total)).tocsr()
    load = np.zeros(total)
    for j in range(2*aspect):
        for q, weight in enumerate((1/6, 4/6, 1/6)):
            load[2*number[(4, 2*j+q)]] += size*weight
    free = []
    for (i, j), n in number.items():
        if elastic_base:
            held = j == -2*reach or i in (-2*reach, 2*(reach+2))
        else:
            held = j == 0
        if not held:
            free += [2*n, 2*n+1]
    free = np.array(free)
    answer = np.zeros(total)
    answer[free] = spsolve(matrix[free][:, free].tocsc(), load[free])
    return answer[2*number[(2, 4*aspect)]] / (1.5*aspect**4*(1-nu**2))


aspect = int(round(height/thick))
ratio_clamp = elastic_ratio(aspect, False)
ratio_tall = elastic_ratio(2*aspect, False)
ratio_base = elastic_ratio(aspect, True)
assert abs(ratio_clamp - 1) < 0.02
assert abs(ratio_tall - 1) < 0.01
assert 1.05 < ratio_base < 1.4
soft_roots = closed_roots(height, 1, ratio_base)
assert soft_roots is not None

# --- Sizes of neglected effects ---
pressure_now = 2*gamma*np.cos(theta)/(gap-tip_low)
tilt = beam_tip(height, pressure_now, line_pull)[1]
tilt_change = (np.cos(theta)+np.cos(theta-tilt))/(2*np.cos(theta)) - 1
edge_moment = gamma*np.cos(theta)*thick/2
moment_ratio = beam_tip(height, moment=edge_moment)[0]/d_p
assert abs(moment_ratio/(thick*gap/height**2) - 1) < 1e-5
assert abs(tilt_change) < 0.03

a1, c1 = scaled(height, 1)
a2, c2 = scaled(height, 2)
print(f"Young modulus E = {young/1e9:.0f} GPa")
print(f"Poisson ratio = {nu:.2f}")
print(f"Line thickness t = {thick/nm:.0f} nm")
print(f"Line height H = {height/nm:.0f} nm")
print(f"Wet gap s = {gap/nm:.0f} nm")
print(f"Surface tension = {gamma:.3f} N/m")
print(f"Contact angle = {np.degrees(theta):.0f} degrees")
print(f"Plane-strain modulus E' = {e_plane/1e9:.1f} GPa")
print(f"Bending rigidity E'I per length = {rigidity:.4e} N m")
print(f"Meniscus radius = {gap/(2*np.cos(theta))/nm:.2f} nm")
print(f"Suction, undeformed gap = {suction/1e6:.3f} MPa")
print(f"Suction force per length = {suction*height:.4f} N/m")
print(f"Contact-line side pull = {line_pull:.4f} N/m")
print(f"Linear tip deflection, suction = {d_p/nm:.3f} nm")
print(f"Linear tip deflection, contact line = {d_c/nm:.3f} nm")
print(f"Linear tip deflection, total = {(d_p+d_c)/nm:.3f} nm")
print(f"Linear total, same in angstrom = {(d_p+d_c)*1e10:.2f} angstrom")
print(f"Contact-line/suction deflection ratio = {d_c/d_p:.4f}")
print(f"Linear tip deflection, half-filled = {receded_tip(height/2)/nm:.3f} nm")
print(f"Rigid neighbour: a = {a1:.4f}, c = {c1:.4f} (no unit)")
print(f"Rigid neighbour: threshold for a = {(1-c1)**2/4:.4f} (no unit)")
print(f"Rigid neighbour: equilibrium deflection = {tip_low/nm:.3f} nm")
print(f"Rigid neighbour: upper root = {tip_high/nm:.3f} nm")
print(f"Rigid neighbour: remaining tip gap = {(gap-tip_low)/nm:.3f} nm")
print(f"Rigid neighbour: equilibrium suction = {pressure_now/1e6:.3f} MPa")
print(f"Mirror pair: a = {a2:.4f}, c = {c2:.4f} (no unit)")
print(f"Mirror pair: threshold for a = {(1-c2)**2/4:.4f} (no unit)")
print(f"Mirror pair: open equilibrium exists = {closed_roots(height, 2) is not None}")
print(f"Critical height, rigid neighbour = {h_crit[1]/nm:.2f} nm")
print(f"Critical height, mirror pair = {h_crit[2]/nm:.2f} nm")
print(f"Tip slope at equilibrium = {tilt:.4f} rad")
print(f"Suction change from wall tilt = {100*tilt_change:.2f} percent")
print(f"Edge-moment/suction deflection = {100*moment_ratio:.2f} percent")
print(f"2D/beam deflection, clamped, H/t={aspect}: {ratio_clamp:.4f}")
print(f"2D/beam deflection, clamped, H/t={2*aspect}: {ratio_tall:.4f}")
print(f"2D/beam deflection, elastic base, H/t={aspect}: {ratio_base:.4f}")
print(f"Equilibrium estimate with elastic base = {soft_roots[0]/nm:.2f} nm")
print("ALL CHECKS PASSED")
```

Output:

```
Young modulus E = 150 GPa
Poisson ratio = 0.25
Line thickness t = 20 nm
Line height H = 200 nm
Wet gap s = 30 nm
Surface tension = 0.040 N/m
Contact angle = 30 degrees
Plane-strain modulus E' = 160.0 GPa
Bending rigidity E'I per length = 1.0667e-13 N m
Meniscus radius = 17.32 nm
Suction, undeformed gap = 2.309 MPa
Suction force per length = 0.4619 N/m
Contact-line side pull = 0.0200 N/m
Linear tip deflection, suction = 4.330 nm
Linear tip deflection, contact line = 0.500 nm
Linear tip deflection, total = 4.830 nm
Linear total, same in angstrom = 48.30 angstrom
Contact-line/suction deflection ratio = 0.1155
Linear tip deflection, half-filled = 0.788 nm
Rigid neighbour: a = 0.1443, c = 0.0167 (no unit)
Rigid neighbour: threshold for a = 0.2417 (no unit)
Rigid neighbour: equilibrium deflection = 5.887 nm
Rigid neighbour: upper root = 24.613 nm
Rigid neighbour: remaining tip gap = 24.113 nm
Rigid neighbour: equilibrium suction = 2.873 MPa
Mirror pair: a = 0.2887, c = 0.0333 (no unit)
Mirror pair: threshold for a = 0.2336 (no unit)
Mirror pair: open equilibrium exists = False
Critical height, rigid neighbour = 226.64 nm
Critical height, mirror pair = 190.15 nm
Tip slope at equilibrium = 0.0397 rad
Suction change from wall tilt = 1.11 percent
Edge-moment/suction deflection = 1.50 percent
2D/beam deflection, clamped, H/t=10: 1.0074
2D/beam deflection, clamped, H/t=20: 1.0008
2D/beam deflection, elastic base, H/t=10: 1.1638
Equilibrium estimate with elastic base = 7.22 nm
ALL CHECKS PASSED
```
